# Spin-orbit splitting of p states from λ L·σ

## Problem

The top of the valence band in silicon, germanium and the III-V semiconductors is built mainly from atomic p orbitals. Atomistic tight-binding models of transport channels can add spin-orbit coupling to these orbitals through a term on each atom,

$$H=\lambda\,\mathbf L\cdot\boldsymbol\sigma=\lambda A,\qquad A=L_x\sigma_x+L_y\sigma_y+L_z\sigma_z .$$

Here $\mathbf L$ is the orbital angular momentum in units of $\hbar$, the $\sigma_k$ are the Pauli matrices, and $\lambda>0$ is an energy. The operator acts on six states: $p_x,p_y,p_z$, written $|x\rangle,|y\rangle,|z\rangle$, each with spin $\uparrow$ or $\downarrow$. Without $H$ the six are degenerate, and their common energy is the zero of energy.

1. Estimate the splitting produced by $H$, then find the eigenvalues, their degeneracies and the eigenstates.
2. Does the atomic splitting survive at the zone centre of a diamond-structure crystal?
3. A strained or thin channel distinguishes $p_z$ from $p_x$ and $p_y$. How do the levels change if $p_z$ is shifted by an energy $\delta$?

For numbers take $\lambda=0.10$ eV, a rough value in the regime of germanium.

## First estimate by scaling

The only energy in $H$ is $\lambda$, and $H$ is proportional to it. The splitting must therefore be $c\lambda$, with $c$ a pure number.

To estimate $c$, treat $\mathbf L$ as an ordinary vector. For p states $L^2=l(l+1)=2$, so its length is $\sqrt2$. The component of $\boldsymbol\sigma$ along any fixed direction has the values $\pm1$. The energies are then about $\pm\sqrt2\,\lambda$, and

$$\Delta_{\rm est}=2\sqrt2\,\lambda\approx2.8\,\lambda\approx0.28\ \text{eV}.$$

This estimate ignores the fact that the components of $\mathbf L$ do not commute. It also puts equal numbers of states above and below zero.

## Exact solution

### Orbital matrices

Write the orbitals as $x f(r)$, $y f(r)$ and $z f(r)$. The $z$ component of $\mathbf L=-i\,\mathbf r\times\nabla$ is

$$L_z=-i\left(x\,\partial_y-y\,\partial_x\right).$$

It gives zero on the radial factor, because $x\,\partial_yf-y\,\partial_xf=(xy-yx)f'/r=0$. Only the prefactors $x,y,z$ are differentiated, so

$$L_z|x\rangle=i|y\rangle,\qquad L_z|y\rangle=-i|x\rangle,\qquad L_z|z\rangle=0 .$$

Cyclic exchange of the axes gives the other components:

$$L_x|y\rangle=i|z\rangle,\quad L_x|z\rangle=-i|y\rangle,\quad L_y|z\rangle=i|x\rangle,\quad L_y|x\rangle=-i|z\rangle,$$

with $L_x|x\rangle=L_y|y\rangle=0$.

Two properties follow. First, $L_z^2|x\rangle=iL_z|y\rangle=|x\rangle$. In the same way each orbital is reproduced by the squares of two components and annihilated by the third, so $L^2=2$. Second, $L_xL_y-L_yL_x=iL_z$. On $|x\rangle$, for example, $L_xL_y|x\rangle=-iL_x|z\rangle=-|y\rangle$ and $L_yL_x|x\rangle=0$, while $iL_z|x\rangle=-|y\rangle$. On $|y\rangle$ both sides give $|x\rangle$, and on $|z\rangle$ both give zero. The cyclic relations hold likewise.

### Eigenvalues from the square of A

Orbital and spin operators commute with each other, and the Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$. Hence

$$A^2=\sum_{ij}L_iL_j\,\sigma_i\sigma_j
=L^2+i\sum_{ijk}\epsilon_{ijk}L_iL_j\,\sigma_k .$$

For $k=z$ the last sum contains $L_xL_y-L_yL_x=iL_z$. Its contribution is $i\cdot i\,L_z\sigma_z=-L_z\sigma_z$. The other two components behave alike, so

$$A^2=L^2-A=2-A .$$

An eigenvalue $a$ of $A$ must satisfy

$$a^2+a-2=(a-1)(a+2)=0,\qquad a=1\ \text{or}\ a=-2 .$$

The degeneracies follow from the trace. Each term $L_k\sigma_k$ has trace $(\mathrm{Tr}\,L_k)(\mathrm{Tr}\,\sigma_k)=0$. If $n_1$ states have $a=1$ and $n_2$ have $a=-2$, then

$$n_1+n_2=6,\qquad n_1-2n_2=0 .$$

Subtracting the second equation from the first gives $3n_2=6$, so $n_2=2$ and $n_1=4$. The energies are $+\lambda$, four times, and $-2\lambda$, twice:

$$\boxed{\Delta=\lambda-(-2\lambda)=3\lambda}$$

For $\lambda=0.10$ eV the levels are $0.10$ eV and $-0.20$ eV, and the splitting is $0.30$ eV.

### Eigenstates

The spin operators act as $\sigma_x\!\uparrow=\downarrow$, $\sigma_x\!\downarrow=\uparrow$, $\sigma_y\!\uparrow=i\!\downarrow$, $\sigma_y\!\downarrow=-i\!\uparrow$, $\sigma_z\!\uparrow=\uparrow$ and $\sigma_z\!\downarrow=-\!\downarrow$. Combined with the orbital rules they give

$$\begin{aligned}
A|z\uparrow\rangle&=-|x\downarrow\rangle-i|y\downarrow\rangle,\\
A|x\downarrow\rangle&=-|z\uparrow\rangle-i|y\downarrow\rangle,\\
A|y\downarrow\rangle&=i|z\uparrow\rangle+i|x\downarrow\rangle .
\end{aligned}$$

These three states are coupled only among themselves. Introduce $|\pm\rangle=(|x\rangle\pm i|y\rangle)/\sqrt2$. For the minus combination,

$$A|{-}\downarrow\rangle=\frac{-|z\uparrow\rangle-i|y\downarrow\rangle-i\left(i|z\uparrow\rangle+i|x\downarrow\rangle\right)}{\sqrt2}
=\frac{|x\downarrow\rangle-i|y\downarrow\rangle}{\sqrt2}=|{-}\downarrow\rangle ,$$

so it is an eigenstate with $a=1$. For the plus combination,

$$A|{+}\downarrow\rangle=\frac{-2|z\uparrow\rangle-|x\downarrow\rangle-i|y\downarrow\rangle}{\sqrt2}
=-\sqrt2\,|z\uparrow\rangle-|{+}\downarrow\rangle ,$$

and the first line above reads $A|z\uparrow\rangle=-\sqrt2\,|{+}\downarrow\rangle$. In the basis $|z\uparrow\rangle,|{+}\downarrow\rangle$ the operator is therefore

$$A=\begin{pmatrix}0&-\sqrt2\\-\sqrt2&-1\end{pmatrix}.$$

The sign of the off-diagonal element depends on the phase chosen for $|+\rangle$; the eigenvalues do not. For a vector $(u,v)$ the first row requires $-\sqrt2\,v=au$. With $a=-2$ this gives $v=\sqrt2\,u$, and with $a=1$ it gives $u=-\sqrt2\,v$. The normalised states are

$$\frac{|z\uparrow\rangle+|x\downarrow\rangle+i|y\downarrow\rangle}{\sqrt3}\quad(a=-2),\qquad
\frac{|x\downarrow\rangle+i|y\downarrow\rangle-2|z\uparrow\rangle}{\sqrt6}\quad(a=1).$$

Time reversal changes the sign of both $\mathbf L$ and $\boldsymbol\sigma$ and leaves $A$ unchanged. It turns the three states found here into three more with the opposite spins and the same eigenvalues, which completes the six.

The total angular momentum $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ labels the levels. Since $\boldsymbol\sigma^2=3$,

$$J^2=L^2+\tfrac14\boldsymbol\sigma^2+\mathbf L\cdot\boldsymbol\sigma=\tfrac{11}{4}+A .$$

For $a=1$ this is $15/4=\tfrac32\cdot\tfrac52$, so $j=3/2$. For $a=-2$ it is $3/4=\tfrac12\cdot\tfrac32$, so $j=1/2$. In the semiconductor the quartet contains the heavy and light holes, and the doublet is the split-off level.

The factor 3 belongs to the form $\mathbf L\cdot\boldsymbol\sigma$. With $\mathbf S=\boldsymbol\sigma/2$, a coupling $\lambda'\mathbf L\cdot\mathbf S$ equals $(\lambda'/2)\mathbf L\cdot\boldsymbol\sigma$ and splits the levels by $3\lambda'/2$. The same number, $0.10$ eV, inserted as $\lambda'$ would give $0.15$ eV.

### The crystal at the zone centre

In the diamond structure each atom has four neighbours, along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. Call these unit vectors $\mathbf n$. At zero wavevector all bonds enter with the same phase. The s-p coupling is proportional to $\sum\mathbf n=0$ and vanishes. The p-p coupling is

$$\sum_{\mathbf n}\left[n_in_jV_{pp\sigma}+(\delta_{ij}-n_in_j)V_{pp\pi}\right]
=\tfrac43\left(V_{pp\sigma}+2V_{pp\pi}\right)\delta_{ij}\equiv V\delta_{ij},$$

because $\sum n_in_j=\tfrac43\delta_{ij}$. It treats the three orbitals alike. If both atoms have p energy $E_p$ and the same $\lambda$, the sum and difference of equal states on the two atoms have the Hamiltonians

$$E_p\pm V+\lambda A .$$

Each set is split by $3\lambda$. In this basis of s and p orbitals the factor 3 survives: $\lambda$ here belongs to the p orbitals in the crystal, and it need not equal the free-atom value, because bonding changes the shape of the orbitals. The result depends on the basis. If d orbitals are included, the coupling of $p_x$ to $d_{yz}$ contains $\sum n_xn_yn_z=4/(3\sqrt3)\neq0$, so the valence state is only partly p. The pattern of four and two states remains, but a term $\lambda$ acting on the p orbitals then splits the levels by about $3\lambda w_p$, where the p share $w_p$ is roughly three quarters in typical $sp^3d^5s^*$ parameter sets for silicon and germanium. With the chosen model values $V_{pp\sigma}=2.7$ eV, $V_{pp\pi}=-0.7$ eV and $E_p=2.0$ eV, the coupling is $V=\tfrac43(2.7-1.4)=1.733$ eV. The lower set is centred at $0.267$ eV, and its levels lie at $0.367$ eV (four) and $0.067$ eV (two). Diagonalising the full sixteen-state matrix, s orbitals included, gives these same levels.

In a III-V compound the two atoms have different couplings $\lambda_1,\lambda_2$. To first order in them, the splitting is $3(w_1\lambda_1+w_2\lambda_2)$, where $w_1$ and $w_2$ are the shares of the valence state on the two atoms. The factor 3 remains at this order, but it multiplies a weighted mean. This again assumes a pure p state: a d admixture lowers the p shares, and a spin-orbit term on the $xy,yz,zx$ orbitals contributes with the opposite sign.

### A channel that singles out one axis

Now add $\delta|z\rangle\langle z|$. The states $|{-}\downarrow\rangle$ and $|{+}\uparrow\rangle$ contain no $p_z$ and stay at $\lambda$. The remaining block is

$$\begin{pmatrix}\delta&-\sqrt2\lambda\\-\sqrt2\lambda&-\lambda\end{pmatrix},\qquad
E^2-(\delta-\lambda)E-\lambda\delta-2\lambda^2=0 .$$

The discriminant is $(\delta-\lambda)^2+4\lambda\delta+8\lambda^2=(\delta+\lambda)^2+8\lambda^2$, so

$$E_\pm=\frac{\delta-\lambda}{2}\pm\frac12\sqrt{(\delta+\lambda)^2+8\lambda^2}.$$

Each of these levels is again a pair. Two limits show the meaning.

- For $|\delta|\ll\lambda$ the root is $3\lambda+\delta/3$ to first order. Then $E_+=\lambda+2\delta/3$ and $E_-=-2\lambda+\delta/3$. The coefficients are the $p_z$ shares, $2/3$ and $1/3$, of the eigenstates found above.
- For $\delta\to-\infty$ the $p_z$ states drop away as $E_-\to\delta$, and $E_+\to-\lambda$. The surviving $p_x,p_y$ states lie at $\pm\lambda$ and are split by $2\lambda$. Only $L_z\sigma_z$ acts within them.

**Strain.** Take the film normal $z$ along a cube axis, [001]; other orientations bring in the shear deformation potential. Let $e_{xx}=e_{yy}$ be the in-plane strain and $e_{zz}$ the strain along the film normal. The deformation potential $b$ is defined by the first-order separation of light and heavy levels, $E_+-\lambda=2b(e_{zz}-e_{xx})$. Since this equals $2\delta/3$, we have $\delta=3b(e_{zz}-e_{xx})$. Rough values are $b=-2.5$ eV, $e_{xx}=-1\,\%$ and $e_{zz}=0.75\,\%$:

$$\delta=3(-2.5)(0.0175)=-0.131\ \text{eV}.$$

Measured from the common energy of $p_x$ and $p_y$ in the strained film, $E_\pm=-0.1156\pm0.1423$ eV, that is $0.027$ and $-0.258$ eV. The outer pairs are $0.36$ eV apart instead of $0.30$ eV.

**Motion and confinement.** For a wavevector $k$ along $z$, the Luttinger parameters $\gamma_1,\gamma_2$ are defined by the small-$k$ energies $-(\gamma_1\mp2\gamma_2)K$ of heavy (upper sign) and light holes, measured from the band top, with $K=\hbar^2k^2/2m_0$. The heavy state contains only $p_x$ and $p_y$, whose energy is thus $-(\gamma_1-2\gamma_2)K$. The light state is $2/3$ $p_z$ and $1/3$ in-plane, so the $p_z$ energy $\epsilon_z$ obeys

$$\tfrac23\epsilon_z-\tfrac13(\gamma_1-2\gamma_2)K=-(\gamma_1+2\gamma_2)K
\;\Rightarrow\;\epsilon_z=-(\gamma_1+4\gamma_2)K .$$

The difference from the in-plane orbitals is $\delta=-6\gamma_2K$. Take $\gamma_1=13$ and $\gamma_2=4$, again rough.

A heavy hole with kinetic energy $k_BT=0.0259$ eV at 300 K has $(\gamma_1-2\gamma_2)K=k_BT$. Hence $\delta=-(24/5)k_BT=-0.124$ eV, and the outer separation at that wavevector, $0.37$ nm$^{-1}$, is $0.35$ eV in this six-state model. The model assumes that the orbital energies remain quadratic in $k$ and that the $\epsilon_z$ fixed at the band top also holds for the split-off level, whose small-$k$ energy then falls as $\gamma_1K=13K$. The split-off level lies farther from the conduction band and is repelled less; with that band included explicitly the coefficient is about 10.5 to 11 and the separation about $0.33$ eV.

In a film of width $W=5$ nm with hard walls, the lowest standing wave $\sin(\pi z/W)$ has $k=\pi/W=0.63$ nm$^{-1}$. For a [001] normal and zero in-plane wavevector the kinetic term is diagonal in the orbitals, so the same formula applies, with $\delta=-0.361$ eV. For a [111] normal the formula holds with $\delta=-6\gamma_3K$, where $\gamma_3$ is the third Luttinger parameter; for a [110] normal all three orbital energies differ and the formula does not apply. The three pairs of this standing wave lie at $0.100$, $-0.038$ and $-0.423$ eV, apart from the common shift $-(\gamma_1-2\gamma_2)K$. They are not the three highest levels of the film: on the same scale the second standing wave places pairs at $-0.126$ and $-0.311$ eV, above the last of them. The outer separation is $0.52$ eV. The first-order formula would give $3\lambda-\delta/3=0.42$ eV, so it no longer suffices here.

## Comparison

The scaling estimate $2\sqrt2\,\lambda$ lies 6 % below the exact $3\lambda$. The reason can be traced. From $A^2=2-A$ and $\mathrm{Tr}\,A=0$, the mean square of the six eigenvalues is $12/6=2$, just as the estimate assumed. For two levels a distance $D$ apart, holding fractions $p$ and $1-p$ of the states, the variance is $p(1-p)D^2$. Equal fractions give $D=\sqrt{2}/\tfrac12=2\sqrt2$. The true fractions $2/3$ and $1/3$ give

$$D=\sqrt{\frac{2}{2/9}}=3 .$$

The estimate thus has the right spread and the wrong division of states.

For general $l\ge1$ the same algebra gives $A^2+A=l(l+1)$, or $(A-l)(A+l+1)=0$. The splitting is $(2l+1)\lambda$, while the vector estimate is $2\sqrt{l(l+1)}\,\lambda=\sqrt{(2l+1)^2-1}\,\lambda$. Their ratio tends to one at large $l$, where treating $\mathbf L$ as an ordinary vector becomes accurate.

## What this means for a real channel

In germanium the zone-centre splitting is roughly 0.3 eV, which is why $\lambda=0.10$ eV was chosen; the model does not predict that value. In silicon it is roughly 0.04 eV, so $\lambda$ is only about 0.015 eV in a pure p description, and about 0.02 eV in a basis with d orbitals, where the p share is smaller. The assumption that real channels break is the equivalence of the three p orbitals. For the germanium-like numbers, 1 % compression moves the outer separation from $0.30$ to $0.36$ eV, and the quadratic model of the 5 nm film gives $0.52$ eV. The lowest of the three pairs keeps a $j=1/2$ share of 95 % in the strained case but 73 % in the film, where the name "split-off" has become approximate. The film values belong to the model and are not predictions for a germanium film. Penetration into the barriers is left out, and so are terms beyond second order in the wavevector. The latter are not small: the quadratic formula lowers the $p_z$ energy by $(\gamma_1+4\gamma_2)K=0.44$ eV, while the s-like conduction band that causes most of this shift lies only about 0.9 eV above the valence band in germanium. At such shifts the repulsion between the two bands grows more slowly than $k^2$, so the model overestimates both the outer separation and the mixing; with the conduction band included, the separation at $k=\pi/W$ is roughly 0.4 eV rather than 0.52 eV.

Thermal occupation of the split-off level is small for the germanium-like splitting. Relative to a state at the band top, the hole occupation of a split-off state at its edge is $e^{-0.300/0.02585}\approx9\times10^{-6}$ at 300 K in a nondegenerate, unstrained channel. With the Fermi level 0.10 eV inside the valence band, the occupation probability is about $4\times10^{-4}$. Both numbers refer to single states and do not count the density of states. Small occupation does not make the coupling negligible: it also sets the composition of the upper levels, as the block matrix with $\delta$ shows. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
spin-orbit parameter lambda = 0.10 eV
six eigenvalues (eV): -0.200 -0.200 0.100 0.100 0.100 0.100
splitting for lambda L.sigma = 0.300 eV
splitting / lambda = 3.000000 (no unit)
splitting for lambda L.S = 0.150 eV
crystal model: Es = -6.0 eV, Ep = 2.0 eV
crystal model: Vss = -1.7 eV, Vsp = 2.3 eV
crystal model: Vpp_sigma = 2.7 eV
crystal model: Vpp_pi = -0.7 eV
summed p-p coupling = 1.7333 eV
valence p levels (eV): 0.0667 0.0667 0.3667 0.3667 0.3667 0.3667
valence splitting = 0.3000 eV
antibonding p splitting = 0.3000 eV
gamma1 = 13.0, gamma2 = 4.0 (no unit, rough)
temperature = 300 K, kT = 0.02585 eV
thermal heavy-hole wavevector = 0.368 1/nm
film width = 5.0 nm, pi/width = 0.628 1/nm
deformation potential b = -2.5 eV (rough)
in-plane strain = -1.00 %
out-of-plane strain = 0.75 %
strain: delta = -0.1313 eV
  three pair levels (eV): 0.1000 0.0267 -0.2579
  outer separation = 0.3579 eV
  j=1/2 share of lowest pair = 0.950 (no unit)
thermal motion: delta = -0.1241 eV
  three pair levels (eV): 0.1000 0.0299 -0.2540
  outer separation = 0.3540 eV
  j=1/2 share of lowest pair = 0.956 (no unit)
film: delta = -0.3610 eV
  three pair levels (eV): 0.1000 -0.0381 -0.4229
  outer separation = 0.5229 eV
  j=1/2 share of lowest pair = 0.733 (no unit)
film grid check, top level = 0.02480 eV
film formula, top level = 0.02479 eV
split-off Boltzmann factor = 9.12e-06 (no unit)
Fermi level inside valence band = 0.10 eV
split-off hole occupation then = 4.36e-04 (no unit)
```
